# Conjugate gradients from the LDLᵀ factorization of the Lanczos matrix

## Result

Let $A$ be a real symmetric positive definite $n\times n$ matrix, and let $r_0=b-Ax_0\neq0$ be the residual of a starting guess for $Ax=b$. With $p_0=r_0$, the conjugate gradient (CG) method repeats, for $j=0,1,2,\dots$,

$$\alpha_j=\frac{r_j^Tr_j}{p_j^TAp_j},\qquad x_{j+1}=x_j+\alpha_jp_j,\qquad r_{j+1}=r_j-\alpha_jAp_j,$$

$$\beta_j=\frac{r_{j+1}^Tr_{j+1}}{r_j^Tr_j},\qquad p_{j+1}=r_{j+1}+\beta_jp_j .$$

After $k$ steps the numbers $\alpha_j,\beta_j$ also determine the tridiagonal matrix $T_k$ that the Lanczos process would build from $A$ and $r_0$. Its diagonal entries $\delta_j$ and off-diagonal entries $\eta_{j+1}$, in positions $(j+1,j)$ and $(j,j+1)$, are

$$\delta_1=\frac1{\alpha_0},\qquad \delta_j=\frac1{\alpha_{j-1}}+\frac{\beta_{j-2}}{\alpha_{j-2}}\ \ (j\ge2),\qquad \eta_{j+1}=\frac{\sqrt{\beta_{j-1}}}{\alpha_{j-1}} .\tag{1}$$

The eigenvalues of $T_k$ are the Ritz values, which approximate eigenvalues of $A$. They cost no further products with $A$.

Matrix and Lanczos indices start at 1, CG indices at 0; this is the source of the index shifts in (1). If $A$ is an energy, $\alpha_j$ is an inverse energy and $\beta_j$ is a pure number, so both sides of (1) are energies. The derivation assumes exact arithmetic; rounding is treated at the end.

## The Lanczos relation and the definition of the iterate

Start with $v_1=r_0/\|r_0\|$ and build orthonormal vectors by orthogonalizing $Av_j$ against $v_1,\dots,v_j$. For $i<j-1$, the vector $Av_i$ lies in the span of $v_1,\dots,v_{i+1}$, all of which precede $v_j$. Hence $v_i^TAv_j=(Av_i)^Tv_j=0$, and two subtractions suffice:

$$\eta_{j+1}v_{j+1}=Av_j-\delta_jv_j-\eta_jv_{j-1},\qquad \delta_j=v_j^TAv_j,$$

with the last term absent for $j=1$. The coefficient of $v_{j-1}$ is $\eta_j$ because $v_{j-1}^TAv_j=(Av_{j-1})^Tv_j=\eta_j$. We choose $\eta_{j+1}>0$ as the norm of the right-hand side. If that norm is zero, the process ends.

Collect the vectors as columns of $V_k$, and let $e_i$ be the $i$th unit vector. Then

$$AV_k=V_kT_k+\eta_{k+1}v_{k+1}e_k^T,\qquad V_k^TAV_k=T_k .\tag{2}$$

Define $x_k=x_0+V_ky_k$ by the Galerkin condition that its residual be orthogonal to the columns of $V_k$. Since $r_0=\|r_0\|v_1$,

$$0=V_k^T(r_0-AV_ky_k)=\|r_0\|e_1-T_ky_k
\quad\Longrightarrow\quad T_ky_k=\|r_0\|e_1 .\tag{3}$$

For $y\ne0$ we have $y^TT_ky=(V_ky)^TA(V_ky)>0$. Thus $T_k$ is positive definite and (3) has one solution. Solving (3) afresh at each $k$ would change all entries of $y_k$ and require all of $V_k$. The factorization removes both needs.

## Factorization

Write $T_k=L_kD_kL_k^T$, where $D_k$ is diagonal with pivots $d_j$, and $L_k$ has ones on its diagonal and entries $l_j$ in positions $(j,j-1)$. Multiplying out gives

$$\delta_1=d_1,\qquad \eta_j=l_jd_{j-1},\qquad \delta_j=d_j+l_j^2d_{j-1}.\tag{4}$$

These equations are solved from the top down:

$$d_1=\delta_1,\qquad l_j=\frac{\eta_j}{d_{j-1}},\qquad d_j=\delta_j-\frac{\eta_j^2}{d_{j-1}} .$$

The determinant of the leading $j\times j$ block is $d_1d_2\cdots d_j$. All these determinants are positive for a positive definite matrix, so every pivot is positive. Enlarging $T_k$ by one row and column leaves the earlier pivots and multipliers unchanged.

Definiteness matters here. Take $A=\mathrm{diag}(1,-1)$, $b=(1,1)^T$ and $x_0=0$. The solution is $(1,-1)^T$, but $v_1=(1,1)^T/\sqrt2$ gives $d_1=v_1^TAv_1=0$, and the first CG step divides by zero.

MINRES, the minimal residual method for symmetric matrices, does not use this pivot. By (2), the residual for any $y$ is

$$r_0-AV_ky=V_{k+1}\left(\|r_0\|e_1-\bar T_ky\right),$$

where $\bar T_k$ is $T_k$ with the extra row $\eta_{k+1}e_k^T$. MINRES minimizes the norm of the bracket. While the $\eta$ are nonzero, rows 2 to $k+1$ of $\bar T_k$ form an upper triangular matrix with nonzero diagonal, so the minimizer is unique. In the example, $Av_1=v_2=(1,-1)^T/\sqrt2$ and $\eta_2=1$. The first minimizer is $y=0$, which makes no progress. In the second step $T_2$ has zero diagonal and unit off-diagonals, so $y=(0,\sqrt2)^T$ and $x=\sqrt2\,v_2=(1,-1)^T$.

## Short recurrences

Return to positive definite $A$. Introduce

$$Q_k=V_kL_k^{-T},\qquad z_k=L_k^Ty_k,$$

so that $V_ky_k=Q_kz_k$. Column $j$ of $Q_kL_k^T=V_k$ reads $q_j+l_jq_{j-1}=v_j$, hence

$$q_1=v_1,\qquad q_j=v_j-l_jq_{j-1}.\tag{5}$$

Equation (3) becomes $L_kD_kz_k=\|r_0\|e_1$. Call the entries of $z_k$ $\zeta_j$. The first row is $d_1\zeta_1=\|r_0\|$, and row $j$ is $l_jd_{j-1}\zeta_{j-1}+d_j\zeta_j=0$. With $l_jd_{j-1}=\eta_j$,

$$\zeta_1=\frac{\|r_0\|}{d_1},\qquad \zeta_j=-\frac{\eta_j\zeta_{j-1}}{d_j}.\tag{6}$$

Neither (5) nor (6) changes an earlier entry when $k$ grows. The iterate therefore gains one term per step:

$$x_k=x_{k-1}+\zeta_kq_k .\tag{7}$$

The directions are conjugate, meaning orthogonal in the inner product defined by $A$:

$$Q_k^TAQ_k=L_k^{-1}T_kL_k^{-T}=D_k .\tag{8}$$

## The residual and its sign

Insert (2) and (3) into the residual:

$$r_k=r_0-AV_ky_k=\|r_0\|v_1-V_kT_ky_k-\eta_{k+1}v_{k+1}e_k^Ty_k .$$

The first two terms cancel. The last row of $L_k^Ty_k=z_k$ says $e_k^Ty_k=\zeta_k$, so

$$r_k=-\eta_{k+1}\zeta_kv_{k+1}.\tag{9}$$

By (6), $\zeta_1>0$ and each later $\zeta_j$ has the opposite sign to its predecessor. Therefore $-\zeta_k$ has the sign $(-1)^k$. With $\rho_k=\|r_k\|$,

$$r_k=(-1)^k\rho_kv_{k+1},\qquad \rho_k=\eta_{k+1}|\zeta_k| .\tag{10}$$

CG residuals are thus mutually orthogonal and are Lanczos vectors with alternating sign.

## Rescaling to the CG form

Let $s_j=(-1)^{j-1}\rho_{j-1}$. Equation (10), with $k=j-1$, says $s_jv_j=r_{j-1}$; for $j=1$ this is the definition of $v_1$. Define the CG directions by

$$p_{j-1}=s_jq_j .$$

First find the step length. For $j\ge2$, comparing (9) with $r_{j-1}=s_jv_j$ gives $-\eta_j\zeta_{j-1}=s_j$. Equation (6) then becomes $\zeta_j=s_j/d_j$, which also holds for $j=1$. The update (7) is

$$x_j=x_{j-1}+\frac{s_j}{d_j}q_j=x_{j-1}+\frac1{d_j}p_{j-1},
\qquad\text{so}\qquad \alpha_{j-1}=\frac1{d_j}.\tag{11}$$

From (8), $p_{j-1}^TAp_{j-1}=s_j^2d_j=\rho_{j-1}^2/\alpha_{j-1}$, which is the stated quotient for $\alpha_{j-1}$. Multiplying (11) by $A$ and subtracting from $b$ gives the residual recurrence.

Next find the multiplier. Use $|\zeta_j|=\rho_{j-1}/d_j$ in (10):

$$\rho_j=\eta_{j+1}\frac{\rho_{j-1}}{d_j}=l_{j+1}\rho_{j-1}
\quad\Longrightarrow\quad l_{j+1}=\frac{\rho_j}{\rho_{j-1}} .\tag{12}$$

Finally multiply (5), taken at index $j+1$, by $s_{j+1}$:

$$p_j=s_{j+1}v_{j+1}-l_{j+1}s_{j+1}q_j
=r_j-l_{j+1}\frac{s_{j+1}}{s_j}p_{j-1}.$$

Because $s_{j+1}/s_j=-\rho_j/\rho_{j-1}=-l_{j+1}$, the two minus signs combine:

$$p_j=r_j+l_{j+1}^2p_{j-1},\qquad
\beta_{j-1}=l_{j+1}^2=\frac{\rho_j^2}{\rho_{j-1}^2}.\tag{13}$$

All the CG recurrences have now been obtained.

## Recovering the matrix and the Ritz values

Put $d_j=1/\alpha_{j-1}$ and $l_{j+1}=\sqrt{\beta_{j-1}}$ into (4). Since $l_j^2d_{j-1}=\beta_{j-2}/\alpha_{j-2}$ and $\eta_{j+1}=l_{j+1}d_j$, this is (1).

The inverse step lengths are pivots, not eigenvalues, and apart from the first they are not the diagonal of $T_k$. If the normalized residuals are used as the basis without the factor $(-1)^k$, every off-diagonal entry changes sign. That is a similarity transformation by a diagonal matrix of signs, so the eigenvalues stay the same.

For an implementation:

1. Store $\alpha_0,\dots,\alpha_{k-1}$ and $\beta_0,\dots,\beta_{k-1}$.
2. Build $T_k$ from (1). It uses $\beta$ up to $\beta_{k-2}$.
3. Use the last coefficient for $\eta_{k+1}=\sqrt{\beta_{k-1}}/\alpha_{k-1}$, which enters the error bound below.
4. Stop when the residual vanishes or meets the tolerance. If $r_j=0$, then $p_j=0$ too, and a further step would make $\alpha_j$ the undefined quotient $0/0$. A value $p_j^TAp_j\le0$ for nonzero $p_j$ shows that $A$ is not positive definite.

Let $T_ks=\theta s$ with $\|s\|=1$, and set $u=V_ks$. Then $\|u\|=1$, and (2) gives

$$Au-\theta u=\eta_{k+1}v_{k+1}e_k^Ts,\qquad
\varepsilon\equiv\|Au-\theta u\|=\frac{\sqrt{\beta_{k-1}}}{\alpha_{k-1}}|e_k^Ts| .\tag{14}$$

Expand $u$ in orthonormal eigenvectors of $A$ with coefficients $c_i$ and eigenvalues $\lambda_1\le\lambda_2\le\dots\le\lambda_n$. Then $\varepsilon^2=\sum_i(\lambda_i-\theta)^2c_i^2\ge\min_i(\lambda_i-\theta)^2$. At least one eigenvalue lies within $\varepsilon$ of $\theta$.

For the lowest Ritz value a sharper bound follows if $\theta<\lambda_2$. No eigenvalue lies strictly between $\lambda_1$ and $\lambda_2$, so $\sum_ic_i^2(\lambda_i-\lambda_1)(\lambda_i-\lambda_2)\ge0$. With $u^TAu=\theta$ and $u^TA^2u=\theta^2+\varepsilon^2$, this becomes

$$0\le\theta-\lambda_1\le\frac{\varepsilon^2}{\lambda_2-\theta}.\tag{15}$$

The left inequality holds because $\theta$ is a Rayleigh quotient.

If $r_k=0$, then $\eta_{k+1}=0$ and every Ritz value is an eigenvalue. Eigenvectors orthogonal to $r_0$ remain orthogonal to all $v_j$, so in exact arithmetic their absence from $r_0$ cannot be repaired by iterating. Rounding errors can introduce them, but this should not be relied on.

## A quadratic form at no extra cost

Take $x_0=0$, so $r_0=b$. Equation (3) gives

$$b^Tx_k=\|r_0\|e_1^Ty_k=y_k^TT_ky_k=z_k^TD_kz_k
=\sum_{j=1}^{k}\frac{s_j^2}{d_j}=\sum_{j=0}^{k-1}\alpha_j\rho_j^2 .\tag{16}$$

The missing part follows from $A^{-1}b=x_k+A^{-1}r_k$ and $x_k^Tr_k=0$:

$$b^TA^{-1}b-b^Tx_k=b^TA^{-1}r_k=r_k^TA^{-1}r_k\ge0 .$$

The sum is therefore an increasing lower bound. In linear response it has a direct physical meaning.

## Example: an electron in a box

Consider one electron between hard walls $1\ \mathrm{nm}$ apart, on 19 interior grid points with spacing $h=0.05\ \mathrm{nm}$. The kinetic energy is the three-point difference formula, with diagonal $2t$ and neighbour coupling $-t$, where $t=\hbar^2/(2m_eh^2)=15.240\ \mathrm{eV}$. Dense diagonalization gives the ground energy $E_0=0.37526\ \mathrm{eV}$ and the normalized state $\psi_0$. All results refer to this grid model, not to the continuum box.

Let $\xi$ be the position measured from the centre. A weak field adds $f\xi$ to the Hamiltonian $H$, where $f=eF$, $e$ is the elementary charge and $F$ the field. By symmetry the first-order energy vanishes, and the first-order state obeys $(H-E_0)\psi_1=-f\xi\psi_0$. Its right-hand side is odd in $\xi$. An odd vector vanishes at $\xi=0$, so the nine points on the right suffice, with the same difference formula. Multiplying their values by $\sqrt2$ preserves the full-grid norm. We therefore solve $Ax=b$ with

$$A=H-E_0,\qquad b=\sqrt2\,\xi\psi_0,\qquad \psi_1\leftrightarrow-fx .$$

The eigenvalues of $A$ are excitation energies to odd states. The lowest is $1.1165\ \mathrm{eV}$, so $A$ is positive definite. The second-order energy is $-f^2b^TA^{-1}b$. Equating it to $-\tfrac12\Pi F^2$ gives the polarizability $\Pi=2e^2b^TA^{-1}b$.

Starting from $x_0=0$, with $\rho_0=0.18075\ \mathrm{nm}$, CG gives:

| $j$ | $1/\alpha_j$ (eV) | $\beta_j$ |
|---|---:|---:|
| 0 | 1.15182 | 0.180173 |
| 1 | 13.00618 | 0.717945 |
| 2 | 22.81191 | 0.382224 |
| 3 | 23.93064 | 0.332666 |
| 4 | 25.42027 | 0.275852 |

The first entries of the Lanczos matrix are, in eV,

$$\delta_1=1.15182,\qquad
\delta_2=13.00618+0.180173\times1.15182=13.21370,$$

$$\eta_2=\sqrt{0.180173}\times1.15182=0.48891 .$$

The lower eigenvalue of this $2\times2$ matrix is

$$\theta=7.18276-\sqrt{6.03094^2+0.48891^2}=1.1320\ \mathrm{eV}.$$

For $k=1$ to $5$ the lowest Ritz value is $1.1518$, $1.1320$, $1.1226$, $1.1185$ and $1.1171\ \mathrm{eV}$. It cannot rise, because it is the minimum of the Rayleigh quotient over a growing space.

At $k=5$, equation (14) gives $\varepsilon=0.1055\ \mathrm{eV}$ for this value, while its actual error is $5.3\times10^{-4}\ \mathrm{eV}$. Bound (15) needs $\lambda_2$, or a lower bound for it that still lies above $\theta$, which the CG coefficients alone do not supply; the second Ritz value lies above $\lambda_2$ and cannot be substituted. With $\lambda_2=5.4459\ \mathrm{eV}$ from dense diagonalization, bound (15) gives $0.1055^2/4.3288=2.6\times10^{-3}\ \mathrm{eV}$, much closer to the error. The next Ritz value, $5.83\ \mathrm{eV}$, is still $0.38\ \mathrm{eV}$ from the nearest eigenvalue. A good lowest value does not certify the rest of the spectrum. After nine steps the space is exhausted, and all nine Ritz values agree with the eigenvalues to about $2\times10^{-14}\ \mathrm{eV}$.

The first term of (16) gives

$$\frac{\Pi_1}{e^2}=2\alpha_0\rho_0^2=\frac{2\times0.18075^2}{1.15182}=0.056729\ \mathrm{nm^2/eV}.$$

With $\rho_1=0.076723\ \mathrm{nm}$, the second adds $2\times0.076723^2/13.00618=0.000905$, for a total of $0.057634\ \mathrm{nm^2/eV}$. Five steps give $0.05818$ and nine give $0.05819\ \mathrm{nm^2/eV}$. Relative to the nine-step value, the shortfall is $2.5\%$ after one step and $0.02\%$ after five.

A separate route uses the ground energies $E(\pm f)$ from diagonalization at $f=0.01\ \mathrm{eV/nm}$. The curvature $-[E(f)+E(-f)-2E_0]/f^2$ is also $0.05819\ \mathrm{nm^2/eV}$. In SI units, $\Pi=9.324\times10^{-39}\ \mathrm{C\,m^2/V}$ for this model. The value is not converged in the grid spacing: 39 interior points give $0.05775$ and the continuum box gives $0.05760\ \mathrm{nm^2/eV}$, so the 19-point result is $1.0\%$ high, far more than the shortfall left after five CG steps.

## What rounding changes

The derivation used $V_k^TV_k=I$. In floating-point arithmetic CG does not enforce this orthogonality between distant steps, and Ritz values can then be repeated.

Consider a diagonal $60\times60$ matrix with 59 equally spaced eigenvalues from 1 to 2 and one at 100, in arbitrary units, with all entries of $b$ equal to one. In exact arithmetic at most one Ritz value can exceed 2. Two such values $\theta,\theta'$ would have orthonormal Ritz vectors $u=V_ks$, $u'=V_ks'$ with $u^TAu'=\theta's^Ts'=0$. Every vector in their plane would then have a Rayleigh quotient between $\theta$ and $\theta'$, hence above 2; yet that plane contains a vector orthogonal to the top eigenvector, whose quotient is at most 2.

After 25 double-precision CG steps from $x_0=0$, formula (1) nevertheless gives four Ritz values within $10^{-4}$ of 100. The largest overlap between two different normalized residuals is close to one: $0.98$ in this run, with the digits depending on the order of the floating-point sums. A Lanczos basis orthogonalized twice against all earlier vectors has largest deviation from orthonormality $1.3\times10^{-15}$ and gives one such value. The copies therefore come from lost orthogonality and must not be read as degeneracy. The formula (14) for $\|Au-\theta u\|$ uses only the first relation in (2), which survives rounding: with the signed normalized residuals as columns of $V_k$, it holds here to about $10^{-13}$ for every Ritz pair up to 25 steps. What is lost is $\|u\|=1$; in this run $\|u\|$ ranges from $0.80$ to $1.17$. The expansion after (14) then places an eigenvalue within $\varepsilon/\|u\|$ of $\theta$, so compute $\|u\|$, or reorthogonalize, before relying on the error estimate.
